# Surface Optical Phonon of a Polar Half-Space and Its Remote Coupling

**Q.** A polar crystal fills \(z<0\), and an electron moves in a thin sheet at height \(z=d\) in the vacuum above it. The electron never enters the crystal. Why should it feel the lattice vibrations at all?

**A.** Opposite ions moving against each other polarise the crystal, and polarisation can leave an electric field outside. To calculate it I need a lattice model. Let \(\mathbf w\) be the relative displacement of the ions, multiplied by the square root of the reduced mass per volume, so that the kinetic energy density is \(\tfrac12\dot{\mathbf w}^2\). I take an isotropic crystal with one undamped polar oscillator of frequency \(\omega_T\), independent of wavevector:

\[
\ddot{\mathbf w}=-\omega_T^2\mathbf w+\gamma\mathbf E,\qquad
\mathbf P=\gamma\mathbf w+\varepsilon_v(\epsilon_\infty-1)\mathbf E .
\]

Here \(\varepsilon_v\) is the vacuum permittivity (SI units) and \(\mathbf E\) is the macroscopic field, including the part made by \(\mathbf w\) itself. The same \(\gamma\) stands in both equations because both follow from one energy density, \(-\gamma\,\mathbf w\cdot\mathbf E\). The electrons of the crystal follow instantly and enter through \(\epsilon_\infty\).

**Q.** Where does \(\gamma\) come from? A free constant could produce any coupling.

**A.** It is fixed by the static dielectric constant \(\epsilon_0\). For a field of frequency \(\omega\), the first equation gives \(\mathbf w=\gamma\mathbf E/(\omega_T^2-\omega^2)\). Inserting this in \(\mathbf P=\varepsilon_v(\epsilon-1)\mathbf E\) gives

\[
\epsilon(\omega)=\epsilon_\infty+\frac{\gamma^2}{\varepsilon_v(\omega_T^2-\omega^2)},
\qquad
\gamma^2=\varepsilon_v(\epsilon_0-\epsilon_\infty)\omega_T^2 ,
\]

where the second relation is the first at \(\omega=0\).

**Q.** The half-space has infinitely many vibrations for each in-plane wavevector \(\mathbf q\). Which of them reach the electron?

**A.** Reciprocity answers this before any mode is calculated. Let \(\epsilon_b(z)\) be \(\epsilon_\infty\) in the crystal and 1 outside. The potential \(\phi_w\) of the ionic polarisation and the potential \(\phi_e\) of an outside charge density \(\rho_e\), with the ions clamped, obey

\[
\nabla\cdot(\varepsilon_v\epsilon_b\nabla\phi_w)=\nabla\cdot(\gamma\mathbf w),\qquad
\nabla\cdot(\varepsilon_v\epsilon_b\nabla\phi_e)=-\rho_e .
\]

Multiply the second equation by \(\phi_w\), the first by \(\phi_e\), and integrate by parts over all space:

\[
\int\rho_e\phi_w=\int\varepsilon_v\epsilon_b\nabla\phi_e\cdot\nabla\phi_w
=\int_{z<0}\gamma\,\mathbf w\cdot\nabla\phi_e .
\]

The interaction therefore depends only on the overlap of \(\mathbf w\) with the field that the outside charge would create inside the crystal. There \(\phi_e\) obeys Laplace's equation and decays downwards. Writing \(\mathbf r\) for the in-plane position, each Fourier component is proportional to \(e^{i\mathbf q\cdot\mathbf r+qz}\), with gradient proportional to \((i\hat{\mathbf q},1)e^{i\mathbf q\cdot\mathbf r+qz}\). The first entry is the in-plane part and the second the \(z\) part. For each \(\mathbf q\neq0\) one displacement pattern couples, whatever the height of the charge:

\[
\mathbf w_{\mathbf q}=C(i\hat{\mathbf q},1)e^{i\mathbf q\cdot\mathbf r+qz},\qquad z<0 .
\]

Unit norm over an area \(A\) requires

\[
1=A|C|^2\,2\int_{-\infty}^0e^{2qz}dz=\frac{A|C|^2}{q},\qquad C=\sqrt{q/A}.
\]

**Q.** That is a pattern, not yet a vibration. It might be a mixture of many normal modes with different frequencies.

**A.** I calculate the force that the pattern exerts on itself. Its divergence is proportional to \(i\mathbf q\cdot i\hat{\mathbf q}+q=-q+q=0\), so there is no ionic charge in the interior. At the surface, whose outward normal is \(+z\), the ionic charge density has amplitude \(\gamma C\). The potential is \(\phi_0e^{i\mathbf q\cdot\mathbf r-q|z|}\). Just above the surface \(D_z=\varepsilon_vq\phi_0\); just below, \(D_z=-\varepsilon_v\epsilon_\infty q\phi_0+\gamma C\). There is no free charge, so the two are equal:

\[
\phi_0=\frac{\gamma C}{\varepsilon_vq(\epsilon_\infty+1)} .
\]

Inside the crystal the field is minus the gradient of this potential:

\[
\mathbf E=-q\phi_0(i\hat{\mathbf q},1)e^{i\mathbf q\cdot\mathbf r+qz}
=-\frac{\gamma}{\varepsilon_v(\epsilon_\infty+1)}\mathbf w_{\mathbf q}.
\]

The field is everywhere parallel to the displacement, with one constant factor. The pattern is thus a normal mode of this model. The equation of motion gives its frequency:

\[
\omega_s^2=\omega_T^2+\frac{\gamma^2}{\varepsilon_v(\epsilon_\infty+1)}
=\omega_T^2\left[1+\frac{\epsilon_0-\epsilon_\infty}{\epsilon_\infty+1}\right]
=\omega_T^2\,\frac{\epsilon_0+1}{\epsilon_\infty+1}.
\]

**Q.** And the remaining modes? Bulk longitudinal phonons carry strong fields.

**A.** Their fields do not leave the crystal. The restoring force is a symmetric linear operator: by the same integration by parts, the field part of the energy shared by two displacements is \(\int\varepsilon_v\epsilon_b\nabla\phi_w\cdot\nabla\phi_{w'}\), which is unchanged when they are exchanged. The other modes can therefore be chosen orthogonal to \(\mathbf w_{\mathbf q}\), and by the reciprocity relation they have no potential outside.

One can see how this happens. Take \(\mathbf w=\nabla\chi\) with \(\chi=0\) at the surface. Then \(\phi=\gamma\chi/(\varepsilon_v\epsilon_\infty)\) inside and zero outside satisfies both boundary conditions, since \(D_z=-\varepsilon_v\epsilon_\infty\partial_z\phi+\gamma\partial_z\chi=0\). The frequency is the bulk longitudinal one, \(\omega_L^2=\omega_T^2+\gamma^2/(\varepsilon_v\epsilon_\infty)=\omega_T^2\epsilon_0/\epsilon_\infty\). Displacements without divergence and without a normal component at the surface make no charge at all and oscillate at \(\omega_T\).

This was also tested by diagonalising a discretised crystal coupled to Poisson's equation, with the displacement components along \(\mathbf q\) and along \(z\) free in every cell. The third component makes no charge and was left out. In three cases, covering two pairs of dielectric constants, one mode carried the outside coupling. The rest contributed a share at the level of rounding error.

**Q.** Now quantise it. I am wary of the energy: the electric field stores energy too, and you may count it twice or leave it out.

**A.** The field follows the ions instantly and has no momentum of its own, so its energy belongs to the potential energy of \(\mathbf w\). For a linear force that potential energy is half of displacement times restoring force, \(\tfrac12\int\mathbf w\cdot(\omega_T^2\mathbf w-\gamma\mathbf E[\mathbf w])\). For the surface mode the bracket is \(\omega_s^2\mathbf w\), so the field energy is already contained in \(\omega_s^2\) and nothing is to be added.

Expand the surface part as \(\mathbf w=\sum_{\mathbf q}Q_{\mathbf q}\mathbf w_{\mathbf q}\). Since \(\mathbf w_{-\mathbf q}=\mathbf w_{\mathbf q}^*\), a real displacement needs \(Q_{-\mathbf q}=Q_{\mathbf q}^\dagger\). With unit norm,

\[
H_{\rm ph}=\tfrac12\sum_{\mathbf q}\left(\dot Q_{\mathbf q}^\dagger\dot Q_{\mathbf q}+\omega_s^2Q_{\mathbf q}^\dagger Q_{\mathbf q}\right).
\]

The Lagrangian has the same two terms with a minus sign between them. Each product occurs twice in its sum, for \(\mathbf q\) and \(-\mathbf q\), so the momentum conjugate to \(Q_{\mathbf q}\) is \(\Pi_{\mathbf q}=\dot Q_{-\mathbf q}\). Set

\[
Q_{\mathbf q}=\sqrt{\frac{\hbar}{2\omega_s}}\,(a_{\mathbf q}+a_{-\mathbf q}^\dagger),\qquad
\dot Q_{\mathbf q}=-i\sqrt{\frac{\hbar\omega_s}{2}}\,(a_{\mathbf q}-a_{-\mathbf q}^\dagger).
\]

With \([a_{\mathbf q},a^\dagger_{\mathbf q'}]=\delta_{\mathbf q\mathbf q'}\),

\[
[Q_{\mathbf q},\Pi_{\mathbf q}]=-\frac{i\hbar}{2}\left(-[a_{\mathbf q},a_{\mathbf q}^\dagger]+[a_{-\mathbf q}^\dagger,a_{-\mathbf q}]\right)=i\hbar ,
\]

as required. In the energy the cross terms cancel, leaving \(H_{\rm ph}=\sum_{\mathbf q}\hbar\omega_s(a_{\mathbf q}^\dagger a_{\mathbf q}+\tfrac12)\).

**Q.** Then what is the matrix element for an electron at height \(d\)?

**A.** Its charge is \(-e\), so its energy in the mode's potential is

\[
H_{\rm int}=-e\sum_{\mathbf q}\phi_0e^{-qd}e^{i\mathbf q\cdot\mathbf r}Q_{\mathbf q}
=\sum_{\mathbf q}M_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}(a_{\mathbf q}+a_{-\mathbf q}^\dagger).
\]

With \(C/q=1/\sqrt{qA}\),

\[
M_{\mathbf q}=-e\sqrt{\frac{\hbar}{2\omega_s}}\,
\frac{\gamma}{\varepsilon_v(\epsilon_\infty+1)}\,\frac{e^{-qd}}{\sqrt{qA}} .
\]

Square this and write \(\gamma^2/\omega_s=\omega_s(\gamma^2/\omega_s^2)\). The expressions for \(\gamma^2\) and \(\omega_s^2\) give

\[
\frac{\gamma^2}{\omega_s^2}=\varepsilon_v\frac{(\epsilon_0-\epsilon_\infty)(\epsilon_\infty+1)}{\epsilon_0+1}.
\]

One factor \(\epsilon_\infty+1\) cancels, and \(\epsilon_0-\epsilon_\infty=(\epsilon_0+1)-(\epsilon_\infty+1)\) splits the fraction:

\[
|M_{\mathbf q}|^2=\frac{e^2\hbar\omega_s}{2\varepsilon_vAq}\,S\,e^{-2qd},\qquad
S=\frac1{\epsilon_\infty+1}-\frac1{\epsilon_0+1}.
\]

**Q.** So is the remote coupling \(e^{-2qd}/q\) or \(e^{-qd}/\sqrt q\)?

**A.** The first is the squared matrix element, which enters transition rates and phonon exchange. The second is the amplitude. One factor \(e^{-qd}\) is the decay of the potential between surface and sheet; the square contains it twice, like a signal that travels down and back.

The strength vanishes when \(\epsilon_0=\epsilon_\infty\), because then the ions carry no polarisation. The ones in the denominators are the dielectric constant of the vacuum, into which half of the mode's potential extends.

**Q.** The difference of two inverse dielectric sums looks like a result of screening theory. Can you obtain it without phonon operators?

**A.** Yes, from the reflection of a potential. Let an outside charge send \(e^{qz}\) towards the surface, with reflected part \(Re^{-qz}\) and transmitted part \(Te^{qz}\). Continuity of the potential and of \(D_z\) gives \(1+R=T\) and \(1-R=\epsilon T\), hence

\[
R(\omega)=\frac{1-\epsilon}{1+\epsilon}=-1+\frac{2}{\epsilon(\omega)+1}.
\]

A charge in the sheet produces the bare potential energy \(e^2/(2\varepsilon_vqA)\) for another electron there. The reflected part is this times \(Re^{-2qd}\). To isolate the lattice, subtract \(R_\infty\), the value for clamped ions. The dielectric function gives

\[
\epsilon+1=(\epsilon_\infty+1)\frac{\omega_s^2-\omega^2}{\omega_T^2-\omega^2},
\]

and therefore

\[
R-R_\infty=\frac{2}{\epsilon_\infty+1}\left[\frac{\omega_T^2-\omega^2}{\omega_s^2-\omega^2}-1\right]
=\frac{2}{\epsilon_\infty+1}\,\frac{\omega_s^2-\omega_T^2}{\omega^2-\omega_s^2}
=\frac{2S\omega_s^2}{\omega^2-\omega_s^2}.
\]

The last step uses \((\omega_s^2-\omega_T^2)/\omega_s^2=1-(\epsilon_\infty+1)/(\epsilon_0+1)=(\epsilon_\infty+1)S\).

Now the phonon side. Write \(M_{\mathbf q}=g_q\sqrt{\hbar/2\omega_s}\), with \(g_q\) real and dependent on \(|\mathbf q|\) alone. An electron density component \(n_{\mathbf q}\) oscillating at \(\omega\) drives the mode, \((\omega_s^2-\omega^2)Q_{\mathbf q}=-g_qn_{\mathbf q}\). A second electron then has the potential energy \(g_qQ_{\mathbf q}=g_q^2n_{\mathbf q}/(\omega^2-\omega_s^2)\). Per unit \(n_{\mathbf q}\) this is

\[
\frac{2\omega_s|M_{\mathbf q}|^2}{\hbar(\omega^2-\omega_s^2)}
=\frac{e^2}{2\varepsilon_vqA}e^{-2qd}\,\frac{2S\omega_s^2}{\omega^2-\omega_s^2},
\]

the same as the reflected lattice part. The exchange is attractive below \(\omega_s\) and repulsive above it.

**Q.** What does this attraction look like in real space?

**A.** In the static limit it is \(-2S\) times \(e^2e^{-2qd}/(2\varepsilon_vqA)\), and the latter is the Fourier component of the Coulomb energy of two charges separated vertically by \(2d\). At lateral distance \(r\),

\[
V_{\rm ph}(r)=-\frac{2Se^2}{4\pi\varepsilon_v\sqrt{r^2+4d^2}} .
\]

It is flat for \(r\ll2d\) and falls as \(1/r\) for \(r\gg2d\). Height removes the short-range part and leaves the long-range part. That tail, like the \(1/q\) in \(|M_{\mathbf q}|^2\), belongs to the half-space: for a polar layer of finite thickness, or one lying on a metal gate, the attraction falls faster than \(1/r\) once \(r\) exceeds the thickness.

**Q.** Give me numbers.

**A.** I take round model parameters, which stand for no particular material: \(\epsilon_\infty=3\), \(\epsilon_0=9\), \(\hbar\omega_T=50\) meV, \(d=0.5\) nm and \(q=0.5\) nm\(^{-1}\). Then

\[
\hbar\omega_s=50\sqrt{10/4}=79.06\ \text{meV},\qquad S=0.25-0.10=0.15 .
\]

The mode frequency is 19.1 THz. It lies between the bulk transverse energy, 50 meV, and the longitudinal one, 86.6 meV. With \(e^2/\varepsilon_v=18.095\) eV nm and \(e^{-2qd}=e^{-0.5}=0.6065\),

\[
A|M_{\mathbf q}|^2=\frac{18.095\times0.07906}{2\times0.5}\times0.15\times0.6065
=0.130\ \text{eV}^2\,\text{nm}^2 .
\]

The diagonalised crystal gives the same value. Over the three cases its squared coupling differs from the formula by at most \(3.3\times10^{-5}\), relative to the formula.

**Q.** How much does the height matter?

**A.** That depends on the momentum transferred:

| \(q\) (nm\(^{-1}\)) | \(d=0.5\) nm | \(d=1.0\) nm |
|---|---|---|
| 0.2 | 0.439 | 0.360 |
| 0.5 | 0.130 | 0.079 |
| 1.0 | 0.0395 | 0.0145 |
| 2.0 | 0.0073 | 0.0010 |

The entries are \(A|M_{\mathbf q}|^2\) in eV\(^2\) nm\(^2\). Raising the sheet by 0.5 nm multiplies them by \(e^{-q\times1\,\rm nm}\): a factor 0.82 at the smallest \(q\) and 0.14 at the largest. Along the first column the value falls by a factor of about 60, of which 10 comes from \(1/q\) and \(e^{1.8}\approx6\) from the exponential. A wider vacuum gap therefore suppresses scattering with large momentum transfer more strongly than scattering with small momentum transfer.

**Q.** Is there a measure of the total coupling, summed over all \(\mathbf q\)?

**A.** Take a point charge held fixed at \(\mathbf r=0\). Its Hamiltonian is a set of shifted oscillators, and completing the square gives for each mode

\[
\hbar\omega_sa^\dagger a+M(a+a^\dagger)
=\hbar\omega_s\left(a^\dagger+\frac{M}{\hbar\omega_s}\right)\left(a+\frac{M}{\hbar\omega_s}\right)-\frac{M^2}{\hbar\omega_s}.
\]

The relaxation energy is the sum of the last terms:

\[
\Delta E=-\frac{A}{(2\pi)^2}\int_0^\infty2\pi q\,dq\,\frac{e^2S}{2\varepsilon_vAq}e^{-2qd}
=-\frac{e^2S}{8\pi\varepsilon_vd}.
\]

The factor \(1/q\) cancels against the area element, so the integral converges at small \(q\); the exponential makes it converge at large \(q\). For the model it is \(-216\) meV.

Electrostatics must agree. The energy of a charge in its own reflected potential is half the interaction, \(e^2R/(16\pi\varepsilon_vd)\). With free ions \(R=-0.8\) and the energy is \(-576\) meV; with clamped ions \(R=-0.5\) and it is \(-360\) meV. The difference is \(-216\) meV, the change of the total energy when the lattice is allowed to relax. A mobile electron recoils, and its energy shift is not given by this formula.

**Q.** You have used instantaneous electrostatics throughout. At small \(q\) the field reaches far into the vacuum, and light takes time to cross it.

**A.** With retardation the fields decay as \(e^{-\kappa_vz}\) above and \(e^{\kappa_dz}\) below, where \(\kappa_v^2=q^2-k^2\), \(\kappa_d^2=q^2-\epsilon k^2\) and \(k=\omega/c\). Zero divergence of \(\mathbf E\) on each side gives \(iqE_\parallel=\kappa_vE_z^{v}=-\kappa_dE_z^{d}\), and continuity of \(D_z\) gives \(E_z^v=\epsilon E_z^d\). Together,

\[
\epsilon\kappa_v+\kappa_d=0 .
\]

For \(k\ll q\) this becomes \(\epsilon=-1\), the condition satisfied by \(\omega_s\). For the correction, square it: \(\epsilon^2(q^2-k^2)=q^2-\epsilon k^2\), or \((\epsilon^2-1)q^2=\epsilon(\epsilon-1)k^2\). Since \(\epsilon\) is negative, \(\epsilon-1\) can be divided out, leaving \((\epsilon+1)q^2=\epsilon k^2\), so \(\epsilon+1\approx-k^2/q^2\). The earlier expression for \(\epsilon+1\) then gives, to leading order,

\[
\frac{\omega^2-\omega_s^2}{\omega_s^2}\approx-\frac{k^2}{q^2}\,\frac{\omega_s^2-\omega_T^2}{(\epsilon_\infty+1)\omega_s^2}=-\frac{Sk^2}{q^2},
\qquad \frac{\delta\omega}{\omega_s}\approx-\frac{Sk^2}{2q^2}.
\]

At \(q=10\,\omega_s/c\) the estimate is \(-0.15/200=-7.5\times10^{-4}\), and the numerical root of the full condition gives \(-7.55\times10^{-4}\). Here \(\omega_s/c=4.0\times10^{-4}\) nm\(^{-1}\), so \(q=0.5\) nm\(^{-1}\) lies more than a thousand times above it.

**Q.** The sheet is full of electrons. Surely they screen the coupling.

**A.** They do, and \(M_{\mathbf q}\) above is the bare vertex. In linear mean-field theory, let the sheet respond to the total potential energy \(U_{\rm tot}\) with density \(n=\chi U_{\rm tot}\) per area. Then \(U_{\rm tot}=U+V_q\chi U_{\rm tot}\), and the vertex becomes

\[
M_{\mathbf q}^{\rm scr}=\frac{M_{\mathbf q}}{1-V_q\chi},\qquad
V_q=\frac{e^2}{2\varepsilon_vq}\left(1+R_\infty e^{-2qd}\right).
\]

\(V_q\) contains the clamped-ion reflection, because the lattice part is already carried by the phonon. For a static metallic response \(\chi\) tends to a negative constant as \(q\to0\), while \(V_q\) grows as \(1/q\). The screened vertex then goes as \(q^{-1/2}q=\sqrt q\) instead of diverging. This static form holds only if the electrons can rearrange over a distance \(1/q\) within one period of the disturbance. At a fixed frequency such as \(\omega_s\) the limit \(q\to0\) is different: the force on the electrons, and with it the current, is proportional to \(q\), and the continuity equation adds another factor \(q\) to the density. Then \(\chi\) goes as \(q^2\), \(V_q\chi\) vanishes as \(q\), and the vertex approaches the bare one. It does so from above: for electrons of density \(n_e\) and mass \(m\), \(\chi\approx n_eq^2/(m\omega^2)\) is positive, so \(1-V_q\chi\) is below one, and it passes through zero where the plasmon of the sheet crosses \(\omega_s\). That crossing can fall among the wavevectors of the table, and near it neither the bare nor the static vertex applies. The induced density also acts back on \(Q_{\mathbf q}\) and shifts its frequency, so a consistent treatment changes both.

**Q.** When else would you distrust the formula?

**A.** When \(1/q\) or \(d\) approaches the atomic spacing, the sharp boundary and the local \(\epsilon(\omega)\) lose their meaning. The height \(d=0.5\) nm and the last row of the table, where \(1/q=0.5\) nm, are already close to this limit for a real crystal. A sheet whose thickness is comparable to \(1/q\) needs an average of \(e^{-qz}\) over its charge profile. A crystal whose thickness is not large against \(1/q\) needs its lower boundary in the matching. If an isotropic, non-polar dielectric fills the whole space above the crystal, the ones in \(\epsilon_\infty+1\) and \(\epsilon_0+1\) become its dielectric constant and the factor \(e^{-qd}\) remains. If it fills only the gap, the boundary matching must be repeated: the mode frequency then depends on \(q\), and the dependence on \(d\) is no longer a plain \(e^{-qd}\). An isotropic crystal with several polar modes needs its own \(\epsilon(\omega)\). The reflection argument is then the convenient starting point, since each undamped pole of \(R(\omega)\) gives a mode frequency and its residue fixes the squared coupling. In an anisotropic crystal the single displacement pattern is in general no longer a normal mode. \(R(\omega)\) must then be recalculated with the dielectric tensor, and bulk vibrations in a continuous range of frequencies can couple to the electron as well. The numerical output lists the values used here and the deviations found in the tests.

## Table of computed values

```
MODEL INPUT
eps_inf = 3.0, eps_0 = 9.0 (dimensionless)
hbar w_TO = 50.00 meV
sheet height d = 0.50 nm, wavevector q = 0.50 nm^-1
e^2/eps_v = 18.0951 eV nm
SURFACE MODE
hbar w_s = 79.057 meV
w_s/(2 pi) = 19.116 THz
hbar w_LO = 86.603 meV
eps(w_s) = -1.000000 (dimensionless)
COUPLING
1/(eps_inf+1) = 0.2500 (dimensionless)
1/(eps_0+1) = 0.1000 (dimensionless)
strength S = 0.1500 (dimensionless)
exp(-2qd) = 0.60653 (dimensionless)
A|M_q|^2, formula = 0.130150 eV^2 nm^2
A|M_q|^2, diagonalised = 0.130150 eV^2 nm^2
hbar w_s, diagonalised = 79.057 meV
TABLE: q (nm^-1), A|M_q|^2 (eV^2 nm^2) at d = 0.5 and 1.0 nm
0.2  0.439212  0.359596
0.5  0.130150  0.078940
1.0  0.039470  0.014520
2.0  0.007260  0.000983
FIXED POINT CHARGE AT HEIGHT d
static image energy = -575.99 meV
clamped-lattice image energy = -359.99 meV
phonon relaxation energy = -215.99 meV
RETARDATION
w_s/c = 4.006e-04 nm^-1
relative shift of w_s at q = 10 w_s/c: -7.548e-04
LARGEST DEVIATIONS IN THE TESTS (dimensionless)
surface frequency, 3 cases: 3.2e-08
squared coupling, 3 cases: 3.3e-05
share of bulk modes in coupling: 1.1e-25
bulk modes off w_TO or w_LO: 4.2e-13
response against phonon exchange: 4.4e-16
```
